# Polaritons and dark states of the Tavis-Cummings model with unequal couplings: test program

```python
"""Single-excitation Tavis-Cummings model with unequal couplings.
Definition side: H built from tensor products in the full photon x spins space,
then diagonalized or exponentiated; symbolic determinant.
Formula side: E+- = (Ec+E0)/2 +- sqrt(Delta^2+4G^2)/2, G^2 = sum |g_j|^2,
N-1 dark states at E0 with an explicit basis, Rabi dynamics, and the limits
(energy disorder, counter-rotating terms). Energies in eV, times in fs."""
import numpy as np
import sympy as sp
from functools import reduce
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

HBAR = const.hbar / const.e * 1e15  # eV fs

def full_model(Ec, Eem, g, nph=3, counter=False):
    """Full H, excitation number, and columns |gamma>, |e_1>, ..., |e_N>."""
    N = len(g)
    sm = np.array([[0.0, 1.0], [0.0, 0.0]])  # index 0 = ground
    a = reduce(np.kron, [np.diag(np.sqrt(np.arange(1.0, nph)), 1)] + [np.eye(2)] * N)
    s = [reduce(np.kron, [np.eye(nph)] + [sm if k == j else np.eye(2) for k in range(N)])
         for j in range(N)]
    H = (Ec * a.T @ a).astype(complex)
    Nex = a.T @ a
    for j in range(N):
        H = H + Eem[j] * s[j].T @ s[j] + g[j] * a.T @ s[j] + np.conj(g[j]) * a @ s[j].T
        if counter:
            H = H + g[j] * a @ s[j] + np.conj(g[j]) * a.T @ s[j].T
        Nex = Nex + s[j].T @ s[j]
    vac = np.zeros(H.shape[0]); vac[0] = 1.0
    return H, Nex, np.column_stack([a.T @ vac] + [x.T @ vac for x in s])

def sector(Ec, Eem, g):
    H, Nex, basis = full_model(Ec, Eem, g)
    assert np.abs(H @ Nex - Nex @ H).max() < 1e-12
    assert np.sum(np.isclose(np.diag(Nex), 1.0)) == len(g) + 1
    return basis.T @ H @ basis

def formulas(Ec, E0, g):
    g = np.asarray(g, complex); N = len(g)
    G = np.sqrt(np.sum(abs(g) ** 2)); D = Ec - E0
    Om = np.sqrt(D ** 2 + 4 * G ** 2); th = 0.5 * np.arctan2(2 * G, D)
    gam = np.zeros(N + 1, complex); gam[0] = 1
    B = np.concatenate([[0], g.conj() / G])
    S = np.cumsum(abs(g) ** 2)
    dark = np.zeros((N + 1, N - 1), complex)
    for k in range(1, N):
        dark[1:k + 1, k - 1] = g[k] * g[:k].conj()
        dark[k + 1, k - 1] = -S[k - 1]
        dark[:, k - 1] /= np.sqrt(S[k - 1] * S[k])
    return dict(G=G, Om=Om, th=th, Ep=(Ec + E0 + Om) / 2, Em=(Ec + E0 - Om) / 2, B=B, dark=dark,
                up=np.cos(th) * gam + np.sin(th) * B, lo=-np.sin(th) * gam + np.cos(th) * B)

def check(Ec, E0, g):
    N = len(g); H1 = sector(Ec, [E0] * N, g); f = formulas(Ec, E0, g)
    w, v = np.linalg.eigh(H1)
    assert np.allclose(w, [f["Em"]] + [E0] * (N - 1) + [f["Ep"]], rtol=0, atol=1e-12)
    assert np.sum(abs(w - E0) < 1e-9) == N - 1
    assert abs(abs(np.vdot(v[:, -1], f["up"])) - 1) < 1e-11
    assert abs(abs(np.vdot(v[:, 0], f["lo"])) - 1) < 1e-11
    assert abs(abs(v[0, -1]) ** 2 - (1 + (Ec - E0) / f["Om"]) / 2) < 1e-11
    d = f["dark"]; mid = v[:, 1:-1]
    assert np.allclose(d.conj().T @ d, np.eye(N - 1), atol=1e-12)
    assert np.allclose(H1 @ d, E0 * d, atol=1e-12)
    PD = np.diag([0.0] + [1.0] * N) - np.outer(f["B"], f["B"].conj())
    assert np.allclose(mid @ mid.conj().T, PD, atol=1e-10)
    assert np.allclose(d @ d.conj().T, PD, atol=1e-12)
    return f, w, v

# random complex couplings, with and without detuning, one coupling switched off
rng = np.random.default_rng(1)
for N in range(1, 7):
    for detuning in (0.0, 0.3, -0.2):
        gr = rng.uniform(0.05, 0.2, N) * np.exp(2j * np.pi * rng.random(N))
        if N > 3:
            gr[2] = 0
        check(2.0, 2.0 - detuning, gr)

# symbolic characteristic polynomial; h_j stands for the conjugate of g_j
E, Ec_s, E0_s = sp.symbols("E Ec E0")
for N in (1, 2, 3, 4):
    gs = sp.symbols(f"g1:{N+1}"); hs = sp.symbols(f"h1:{N+1}")
    M = sp.diag(Ec_s, *[E0_s] * N)
    for j in range(N):
        M[0, j + 1] = gs[j]; M[j + 1, 0] = hs[j]
    target = (E - E0_s) ** (N - 1) * ((E - Ec_s) * (E - E0_s) - sum(x * y for x, y in zip(gs, hs)))
    assert sp.expand((E * sp.eye(N + 1) - M).det(method="berkowitz") - target) == 0

# worked example
def row(x, n=3):
    return " ".join(f"{(round(float(y), n) + 0.0):.{n}f}" for y in x)

Ec, muD, Vnm = 2.0, 5.0, 100.0
alpha = np.array([0.0, 30.0, 60.0, 120.0]); N = 4
mu = muD * 1e-21 / const.c
Fvac = np.sqrt(Ec * const.e / (2 * const.epsilon_0 * Vnm * 1e-27))
g0 = mu * Fvac / const.e
g = g0 * np.cos(np.radians(alpha))
f, w, v = check(Ec, Ec, g); G = f["G"]; p = g ** 2 / G ** 2
print(f"inputs: N = {N}, Ec = {Ec:.2f} eV, mu = {muD:.1f} D, V = {Vnm:.0f} nm^3")
print("angles alpha_j (deg):", row(alpha, 0))
print(f"mu = {mu:.4e} C m, eps0 = {const.epsilon_0:.4e} F/m, hbar = {HBAR:.5f} eV fs")
print(f"Ec = {Ec*const.e:.4e} J, F_vac = {Fvac:.4e} V/m, g0 = {g0*1e3:.3f} meV")
print("cos alpha_j:", row(np.cos(np.radians(alpha)), 4))
print("g_j (meV):", row(g * 1e3))
print("partial sums S_k/g0^2:", row(np.cumsum(g ** 2) / g0 ** 2, 2))
print(f"G = {G*1e3:.3f} meV, G/g0 = {G/g0:.4f}, G/Ec = {G/Ec:.4f}, g_rms = {G/np.sqrt(N)*1e3:.3f} meV")
print("bright state amplitudes:", row(f["B"][1:].real, 4))
print("weights p_j:", row(p, 4))
for k in range(N - 1):
    print(f"dark state D_{k+2} amplitudes:", row(f["dark"][1:, k].real, 4))
print("resonance E0 = 2.00 eV, levels (eV):", row(w, 5))
print(f"splitting = {(w[-1]-w[0])*1e3:.3f} meV, 2G = {2*G*1e3:.3f} meV")
print("photon weights:", row(abs(v[0]) ** 2, 4))
print("emitter weights in each polariton:", row(abs(v[1:, -1]) ** 2, 4))
print(f"wrong: 2 sqrt(N) mean|g| = {2*np.sqrt(N)*np.mean(abs(g))*1e3:.3f} meV, 2 sum|g| = {2*np.sum(abs(g))*1e3:.3f} meV")

E0d = 1.90
fd, wd, vd = check(Ec, E0d, g)
print(f"detuned E0 = {E0d:.2f} eV, Delta = {(Ec-E0d)*1e3:.1f} meV, levels (eV):", row(wd, 5))
print(f"Omega = {fd['Om']*1e3:.3f} meV, theta = {np.degrees(fd['th']):.3f} deg")
print(f"photon weight upper = {abs(vd[0,-1])**2:.4f}, lower = {abs(vd[0,0])**2:.4f}")

# the splitting is smallest at resonance (quadratic minimum: position known to ~1e-8)
res = minimize_scalar(lambda x: np.ptp(np.linalg.eigvalsh(sector(Ec, [Ec - x] * N, g))),
                      bounds=(-0.2, 0.3), method="bounded", options={"xatol": 1e-9})
assert abs(res.x) < 1e-5 and abs(res.fun - 2 * G) < 1e-9
print(f"minimum splitting over detuning = {res.fun*1e3:.3f} meV")

# dynamics in the full space at resonance
H, _, basis = full_model(Ec, [Ec] * N, g)
for t in np.linspace(0, 60, 13):
    U = basis.T @ expm(-1j * H * t / HBAR) @ basis
    c = np.cos(G * t / HBAR)
    assert abs(abs(U[0, 0]) ** 2 - c ** 2) < 1e-10
    assert np.allclose(abs(np.diag(U)[1:]) ** 2, (1 - p + p * c) ** 2, atol=1e-10)
T = np.pi * HBAR / G
print(f"photon population period pi hbar/G = {T:.3f} fs")
for lab, t in (("T/2", T / 2), ("T", T)):
    U = basis.T @ expm(-1j * H * t / HBAR) @ basis
    print(f"survival of |e_j> at t = {lab}:", row(abs(np.diag(U)[1:]) ** 2, 4))

# limit 1: unequal emitter energies
shift = np.array([10.0, -5.0, 5.0, -10.0]) * 1e-3
Ej = Ec + shift
wq, vq = np.linalg.eigh(sector(Ec, Ej, g))
for n in range(N + 1):
    assert abs(wq[n] - Ec - np.sum(g ** 2 / (wq[n] - Ej))) < 1e-9
    assert abs(abs(vq[0, n]) ** 2 - 1 / (1 + np.sum(g ** 2 / (wq[n] - Ej) ** 2))) < 1e-10
assert np.all(wq[:-1] < np.sort(Ej)) and np.all(np.sort(Ej) < wq[1:])
assert np.all(abs(vq[0]) ** 2 > 1e-6)
print("disorder E_j - Ec (meV):", row(shift * 1e3, 1))
print("disorder levels - Ec (meV):", row((wq - Ec) * 1e3))
print("disorder photon weights:", row(abs(vq[0]) ** 2, 5))
print(f"disorder splitting = {(wq[-1]-wq[0])*1e3:.3f} meV")

# limit 2: counter-rotating terms shift excitation energies at second order in g
def cr_shift(gg, nph):
    e = np.linalg.eigvalsh(full_model(Ec, [Ec] * N, gg, nph, counter=True)[0])
    ff = formulas(Ec, Ec, gg)
    return e[1:N + 2] - e[0] - np.array([ff["Em"]] + [Ec] * (N - 1) + [ff["Ep"]])

dev, dev_half = cr_shift(g, 7), cr_shift(g / 2, 7)
scale = G ** 2 / (2 * Ec); ratio = abs(dev).max() / abs(dev_half).max()
assert np.allclose(dev, cr_shift(g, 9), atol=1e-9)  # photon cutoff converged
assert abs(dev).max() < scale
assert 3.6 < ratio < 4.4  # 4 up to third-order terms of relative size ~ G/Ec
print(f"scale G^2/(Ec+E0) = {scale*1e3:.3f} meV")
print("counter-rotating shifts of the 5 levels (meV):", row(dev * 1e3))
print(f"ratio of largest shift, g versus g/2 = {ratio:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
inputs: N = 4, Ec = 2.00 eV, mu = 5.0 D, V = 100 nm^3
angles alpha_j (deg): 0 30 60 120
mu = 1.6678e-29 C m, eps0 = 8.8542e-12 F/m, hbar = 0.65821 eV fs
Ec = 3.2044e-19 J, F_vac = 4.2538e+08 V/m, g0 = 44.281 meV
cos alpha_j: 1.0000 0.8660 0.5000 -0.5000
g_j (meV): 44.281 38.349 22.141 -22.141
partial sums S_k/g0^2: 1.00 1.75 2.00 2.25
G = 66.422 meV, G/g0 = 1.5000, G/Ec = 0.0332, g_rms = 33.211 meV
bright state amplitudes: 0.6667 0.5774 0.3333 -0.3333
weights p_j: 0.4444 0.3333 0.1111 0.1111
dark state D_2 amplitudes: 0.6547 -0.7559 0.0000 0.0000
dark state D_3 amplitudes: 0.2673 0.2315 -0.9354 0.0000
dark state D_4 amplitudes: -0.2357 -0.2041 -0.1179 -0.9428
resonance E0 = 2.00 eV, levels (eV): 1.93358 2.00000 2.00000 2.00000 2.06642
splitting = 132.844 meV, 2G = 132.844 meV
photon weights: 0.5000 0.0000 0.0000 0.0000 0.5000
emitter weights in each polariton: 0.2222 0.1667 0.0556 0.0556
wrong: 2 sqrt(N) mean|g| = 126.911 meV, 2 sum|g| = 253.822 meV
detuned E0 = 1.90 eV, Delta = 100.0 meV, levels (eV): 1.86686 1.90000 1.90000 1.90000 2.03314
Omega = 166.275 meV, theta = 26.514 deg
photon weight upper = 0.8007, lower = 0.1993
minimum splitting over detuning = 132.844 meV
photon population period pi hbar/G = 31.132 fs
survival of |e_j> at t = T/2: 0.3086 0.4444 0.7901 0.7901
survival of |e_j> at t = T: 0.0123 0.1111 0.6049 0.6049
disorder E_j - Ec (meV): 10.0 -5.0 5.0 -10.0
disorder levels - Ec (meV): -65.783 -9.011 0.482 6.302 68.009
disorder photon weights: 0.50129 0.00166 0.00999 0.00224 0.48482
disorder splitting = 133.792 meV
scale G^2/(Ec+E0) = 1.103 meV
counter-rotating shifts of the 5 levels (meV): -0.756 0.246 0.379 0.848 -0.716
ratio of largest shift, g versus g/2 = 4.004
ALL CHECKS PASSED
```
